# ZORA has no mass-velocity operator, but bound electrons feel the effect: a program that tests the result

```python
"""
Result under test (Hartree atomic units, rest energy removed):
  H_ZORA = V + sigma.p [1/(2 m(r))] sigma.p,   m(r) = 1 - V(r)/(2 c^2)
has no p^4 operator and gives a free electron the energy p^2/2.
In a bound Schroedinger state the mass m(r) still yields, to order 1/c^2,
  <p.V p>/(4c^2) = -<p^4>/(8c^2) + <lap V>/(8c^2) + E<T>/(2c^2),
and for V = -Z/r the full level is E_ZORA = E_D / (1 + E_D/(2c^2)).
Symbols: c speed of light, p momentum, V potential, Z nuclear charge,
E_D Dirac energy, T kinetic energy, kappa Dirac angular quantum number.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eig, eigh
from scipy.special import eval_genlaguerre
from sympy.physics.hydrogen import R_nl

c = 1.0 / constants.fine_structure
hartree_in_ev = constants.physical_constants["Hartree energy in eV"][0]
print(f"speed of light c = {c:.6f} a.u.")

# ---------- free electron: 4x4 matrix problems ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
direction = np.array([1.0, 2.0, -2.0]) / 3.0


def free_levels(p, v0=0.0):
    """Electron energy from the Dirac matrix, and with the lower metric removed."""
    sigma_p = sum(p * d * s for d, s in zip(direction, pauli))
    one = np.eye(2)
    matrix = np.block([[v0 * one, c * sigma_p],
                       [c * sigma_p, (v0 - 2 * c**2) * one]])
    dirac = np.linalg.eigvalsh(matrix)[-1]
    metric = np.diag([1.0, 1.0, 0.0, 0.0]).astype(complex)
    with np.errstate(all="ignore"):
        values = eig(matrix, metric, right=False)
    values = values[np.isfinite(values) & (np.abs(values) < 1e8)]
    assert len(values) == 2
    assert abs(values[0] - values[1]) < 1e-6
    return dirac, values.real.mean()


for p in (1.0, 50.0, c):
    dirac, zora = free_levels(p)
    gamma = np.sqrt(1 + p**2 / c**2)
    assert abs(zora - p**2 / 2) < 1e-8 * (1 + p**2)
    assert abs(dirac * (1 + dirac / (2 * c**2)) - p**2 / 2) < 1e-8 * (1 + p**2)
    assert abs(dirac - p**2 / (1 + gamma)) < 1e-8 * (1 + p**2)
    print(f"free electron p = {p:.4f} a.u.: exact {dirac:.6f}, "
          f"ZORA {zora:.6f} hartree")
    print(f"  gamma = {gamma:.6f}, exact mass (1+gamma)/2 = {(1+gamma)/2:.6f}")
v0_test, p_test = -1000.0, 50.0
zora_v0 = free_levels(p_test, v0_test)[1]
expected = v0_test + p_test**2 / (2 * (1 - v0_test / (2 * c**2)))
assert abs(zora_v0 - expected) < 1e-6
print(f"ZORA kinetic energy at p = {p_test:.0f} a.u. in constant V0 = "
      f"{v0_test:.0f} hartree: {zora_v0 - v0_test:.4f} hartree")

# ---------- operator identities on arbitrary functions ----------
xyz = sp.symbols("x y z", real=True)
f = sp.Function("f")(*xyz)
u = sp.Function("u")(*xyz)
w = sp.Function("w")(*xyz)
spinor = sp.Matrix([u, w])
sigma = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]


def sigma_dot_p(chi):
    total = sp.zeros(2, 1)
    for s, q in zip(sigma, xyz):
        total += s * (-sp.I * chi.diff(q))
    return total


left = sigma_dot_p(f * sigma_dot_p(spinor))
right = sp.zeros(2, 1)
for i in range(3):
    right -= (f * spinor.diff(xyz[i])).diff(xyz[i])
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = -sp.I * (f.diff(xyz[j]) * spinor.diff(xyz[k])
                     - f.diff(xyz[k]) * spinor.diff(xyz[j]))
    right += sigma[i] * cross
assert (left - right).applyfunc(lambda e: sp.expand(e.doit())) == sp.zeros(2, 1)


def laplacian(g):
    return sum(sp.diff(g, q, 2) for q in xyz)


p_f_p = -sum(sp.diff(f * sp.diff(u, q), q) for q in xyz)
symmetric = -(laplacian(f * u) + f * laplacian(u)) / 2 + laplacian(f) * u / 2
assert sp.expand((p_f_p - symmetric).doit()) == 0

# ---------- first-order identity for an oscillator (T differs from -E) ----------
r, omega, depth = sp.symbols("r omega depth", positive=True)
psi = sp.exp(-omega * r**2 / 2)
v_osc = omega**2 * r**2 / 2 - depth


def radial_integral(g):
    return sp.integrate(sp.expand(g * r**2), (r, 0, sp.oo))


def radial_laplacian(g):
    return sp.diff(r**2 * sp.diff(g, r), r) / r**2


norm = radial_integral(psi**2)
t_osc = radial_integral(sp.diff(psi, r)**2) / (2 * norm)
e_osc = t_osc + radial_integral(v_osc * psi**2) / norm
p4_osc = radial_integral(radial_laplacian(psi)**2) / norm
lap_osc = radial_integral(sp.simplify(radial_laplacian(v_osc)) * psi**2) / norm
pvp_osc = radial_integral(v_osc * sp.diff(psi, r)**2) / norm
assert sp.simplify(pvp_osc / 4 + p4_osc / 8 - lap_osc / 8
                   - e_osc * t_osc / 2) == 0

# ---------- radial diagonalization for V = -Z/r ----------


def level(Z, n, power, mass, kappa=None, l=0, index=0, size=30):
    """Level of V + kinetic form with mass(r); kappa=None drops spin-orbit.
    Basis: r^power * exp(-zeta r) * Laguerre polynomials, logarithmic grid."""
    step = 0.01
    rr = np.exp(np.arange(-40.0, 6.0, step)) * n / Z
    weight = rr * step
    zeta = 1.1 * Z / n
    x = 2 * zeta * rr
    envelope = rr**power * np.exp(-zeta * rr)
    functions, slopes = [], []
    for k in range(size):
        g = envelope * eval_genlaguerre(k, 2 * power + 2, x)
        dg = g * (power / rr - zeta)
        if k > 0:
            dg = dg - 2 * zeta * envelope * eval_genlaguerre(
                k - 1, 2 * power + 3, x)
        size_g = np.sqrt(np.sum(weight * rr**2 * g**2))
        functions.append(g / size_g)
        slopes.append(dg / size_g)
    g, dg = np.array(functions), np.array(slopes)
    inverse = weight / (2 * mass(rr))
    if kappa is None:
        kinetic = (dg * inverse * rr**2) @ dg.T
        kinetic += l * (l + 1) * (g * inverse) @ g.T
    else:
        q = dg + (1 + kappa) * g / rr
        kinetic = (q * inverse * rr**2) @ q.T
    potential = -Z * (g * weight * rr) @ g.T
    overlap = (g * weight * rr**2) @ g.T
    return eigh(kinetic + potential, overlap, eigvals_only=True)[index]


def zora_mass(Z, offset=0.0):
    return lambda rr: 1 - (-Z / rr + offset) / (2 * c**2)


def origin_power(Z, kappa):
    return np.sqrt(kappa**2 - (Z / c)**2) - 1


def dirac_energy(Z, n, kappa):
    effective_n = n - abs(kappa) + np.sqrt(kappa**2 - (Z / c)**2)
    root = np.sqrt(1 + (Z / c / effective_n)**2)
    return c**2 * (1 / root - 1)


def zora_level(Z, n, kappa, index=0, offset=0.0):
    return level(Z, n, origin_power(Z, kappa), zora_mass(Z, offset),
                 kappa=kappa, index=index)


for Z in (20, 80):
    for n, kappa, index in ((1, -1, 0), (4, -1, 3), (2, 1, 0), (2, -2, 0)):
        e_d = dirac_energy(Z, n, kappa)
        closed = e_d / (1 + e_d / (2 * c**2))
        assert abs(zora_level(Z, n, kappa, index) / closed - 1) < 1e-7

# ---------- Z = 20: where the mass-velocity effect sits ----------
Z = 20
for n in (1, 4):
    radial = R_nl(n, 0, r, Z)
    R = sp.lambdify(r, radial, "numpy")
    dR = sp.lambdify(r, sp.diff(radial, r), "numpy")
    d2R = sp.lambdify(r, sp.diff(radial, r, 2), "numpy")
    end = 60.0 * n / Z

    def integral(g):
        return quad(g, 0, end, limit=400, epsabs=1e-10, epsrel=1e-10)[0]

    kinetic = integral(lambda s: dR(s)**2 * s**2) / 2
    energy = kinetic - Z * integral(lambda s: R(s)**2 * s)
    p4 = integral(lambda s: (d2R(s) * s + 2 * dR(s))**2)
    mass_velocity = -p4 / (8 * c**2)
    darwin = Z * float(radial.subs(r, 0))**2 / (8 * c**2)
    error = energy * kinetic / (2 * c**2)
    zora_first = -Z * integral(lambda s: dR(s)**2 * s) / (4 * c**2)
    assert abs(zora_first - (mass_velocity + darwin + error)) \
        < 1e-6 * abs(zora_first)
    nonrel = level(Z, n, 0.0, lambda rr: np.ones_like(rr), kappa=-1,
                   index=n - 1)
    assert abs(nonrel - energy) < 1e-6 * abs(energy)
    assert abs(nonrel + Z**2 / (2 * n**2)) < 1e-6 * abs(energy)
    full_zora = zora_level(Z, n, -1, n - 1) - nonrel
    full_dirac = dirac_energy(Z, n, -1) - nonrel
    assert abs(full_zora / zora_first - 1) < 0.05
    assert abs(full_dirac / (mass_velocity + darwin) - 1) < 0.05
    print(f"Z = {Z}, {n}s: E = {energy:.4f}, <T> = {kinetic:.4f} hartree")
    print(f"  mass-velocity term {mass_velocity:.6f} hartree")
    print(f"  Darwin term {darwin:.6f} hartree")
    print(f"  their sum {mass_velocity + darwin:.6f} hartree")
    print(f"  ZORA error E<T>/(2c^2) {error:.6f} hartree")
    print(f"  <p.Vp>/(4c^2) {zora_first:.6f} hartree")
    print(f"  first-order ratio ZORA/correct "
          f"{zora_first / (mass_velocity + darwin):.4f}")
    print(f"  full shift: Dirac {full_dirac:.6f}, ZORA {full_zora:.6f} hartree")

# ---------- Z = 20, 2p: spin-orbit coupling from the gradient of the mass ----------
p_half = zora_level(Z, 2, 1)
p_three_half = zora_level(Z, 2, -2)
scalar_power = np.sqrt(3 - (Z / c)**2) - 1
p_scalar = level(Z, 2, scalar_power, zora_mass(Z), l=1)
splitting = p_three_half - p_half
assert p_half < p_scalar < p_three_half
assert abs((p_half + 2 * p_three_half) / 3 - p_scalar) < 0.05 * splitting
print(f"Z = {Z}, ZORA 2p1/2 {p_half:.6f}, 2p3/2 {p_three_half:.6f} hartree")
print(f"  2p without the mass-gradient term {p_scalar:.6f} hartree")
print(f"  2p splitting {splitting:.6f} hartree")

# ---------- Z = 80, 1s: full energies and the zero of V ----------
Z = 80
e_dirac = dirac_energy(Z, 1, -1)
iterated = -Z**2 / 2
for _ in range(20):
    # The exact mass 1 + (E - V)/(2c^2) equals a ZORA mass with offset -E.
    iterated = zora_level(Z, 1, -1, offset=-iterated)
assert abs(iterated / e_dirac - 1) < 1e-7
e_zora = zora_level(Z, 1, -1)
e_nonrel = level(Z, 1, 0.0, lambda rr: np.ones_like(rr), kappa=-1)
offset = -100.0
e_offset = zora_level(Z, 1, -1, offset=offset)
assert abs(e_offset / ((1 - offset / (2 * c**2)) * e_zora) - 1) < 1e-7
assert abs(e_offset - e_zora) > 1.0
print(f"Z = {Z}, 1s nonrelativistic {e_nonrel:.4f} hartree")
print(f"Z = {Z}, 1s Dirac {e_dirac:.4f} hartree = "
      f"{e_dirac * hartree_in_ev / 1000:.4f} keV")
print(f"Z = {Z}, 1s ZORA {e_zora:.4f} hartree = "
      f"{e_zora * hartree_in_ev / 1000:.4f} keV")
print(f"  scale factor 1 + E_D/(2c^2) = {1 + e_dirac / (2 * c**2):.6f}")
print(f"  ZORA minus Dirac {e_zora - e_dirac:.4f} hartree")
print(f"  effective mass at r = 1/Z: {zora_mass(Z)(1.0 / Z):.6f}")
print(f"  V shifted by {offset:.0f} hartree: level relative to new zero "
      f"{e_offset:.4f} hartree")
print(f"  spurious change {e_offset - e_zora:.4f} hartree")
print("all good")
```

Printed output:

```
speed of light c = 137.035999 a.u.
free electron p = 1.0000 a.u.: exact 0.499993, ZORA 0.500000 hartree
  gamma = 1.000027, exact mass (1+gamma)/2 = 1.000013
free electron p = 50.0000 a.u.: exact 1210.955739, ZORA 1250.000000 hartree
  gamma = 1.064485, exact mass (1+gamma)/2 = 1.032243
free electron p = 137.0360 a.u.: exact 7778.460598, ZORA 9389.432535 hartree
  gamma = 1.414214, exact mass (1+gamma)/2 = 1.207107
ZORA kinetic energy at p = 50 a.u. in constant V0 = -1000 hartree: 1217.5811 hartree
Z = 20, 1s: E = -200.0000, <T> = 200.0000 hartree
  mass-velocity term -5.325135 hartree
  Darwin term 4.260108 hartree
  their sum -1.065027 hartree
  ZORA error E<T>/(2c^2) -1.065027 hartree
  <p.Vp>/(4c^2) -2.130054 hartree
  first-order ratio ZORA/correct 2.0000
  full shift: Dirac -1.076523, ZORA -2.158841 hartree
Z = 20, 4s: E = -12.5000, <T> = 12.5000 hartree
  mass-velocity term -0.120648 hartree
  Darwin term 0.066564 hartree
  their sum -0.054083 hartree
  ZORA error E<T>/(2c^2) -0.004160 hartree
  <p.Vp>/(4c^2) -0.058244 hartree
  first-order ratio ZORA/correct 1.0769
  full shift: Dirac -0.054591, ZORA -0.058789 hartree
Z = 20, ZORA 2p1/2 -50.404148, 2p3/2 -50.133573 hartree
  2p without the mass-gradient term -50.222457 hartree
  2p splitting 0.270575 hartree
Z = 80, 1s nonrelativistic -3200.0000 hartree
Z = 80, 1s Dirac -3532.1921 hartree = -96.1158 keV
Z = 80, 1s ZORA -3898.8691 hartree = -106.0936 keV
  scale factor 1 + E_D/(2c^2) = 0.905953
  ZORA minus Dirac -366.6770 hartree
  effective mass at r = 1/Z: 1.170404
  V shifted by -100 hartree: level relative to new zero -3909.2501 hartree
  spurious change -10.3810 hartree
all good
```
